# Constrained Newton steps, multipliers as slopes, and the Lagrangian Hessian, part 2

An energy $E(x)$ is minimized with $m$ constraints $c_a(x)=s_a$ held, for example a fixed interatomic distance. Energies are in Ry and lengths in bohr. Write $g=\nabla E$, $H=\nabla\nabla E$ and $A_{ai}=\partial c_a/\partial x_i$, with $A$ of full row rank. The orthonormal columns of $Z$ span the null space of $A$. Constrained stationary points satisfy

$$g=A^T\lambda,\qquad c(x)=s. \tag{1}$$

These are the stationarity conditions of $L=E-\sum_a\lambda_a[c_a-s_a]$, whose Hessian in $x$ is

$$W=H-\sum_a\lambda_a\nabla\nabla c_a. \tag{2}$$

The Newton step $dx$ and new multiplier $\lambda_+$ solve

$$\underbrace{\begin{pmatrix}W&A^T\\A&0\end{pmatrix}}_{K}\begin{pmatrix}dx\\-\lambda_+\end{pmatrix}=\begin{pmatrix}-g\\s-c\end{pmatrix}. \tag{3}$$

It converges quadratically near a solution with nonsingular $K$. If $Z^TWZ$ is nonsingular, so is $K$, and its eigenvalue signs are those of $Z^TWZ$ together with $m$ positive and $m$ negative ones.

Along a smooth branch of solutions $x^*(s)$, the profile $E^*(s)=E(x^*(s))$ has slope $\partial E^*/\partial s_b=\lambda_b$, the external force along increasing $s_b$. With the response $X'_{ib}=\partial x^*_i/\partial s_b$, its second derivative $\Lambda'=X'^TWX'$ is minus the lower right $m\times m$ block of $K^{-1}$. If the single coordinate $x_1$ is held and $r$ labels the free ones,

$$\Lambda'=H_{11}-H_{1r}H_{rr}^{-1}H_{r1}. \tag{6}$$

A different curvature belongs to motion at fixed $s$. On any curve $x(t)$ that satisfies the constraints (a feasible curve), at a stationary point,

$$\frac{d^2E}{dt^2}=\dot x^TH\dot x-\sum_a\lambda_a\dot x^T(\nabla\nabla c_a)\dot x=\dot x^TW\dot x. \tag{7}$$

A positive definite $Z^TWZ$ therefore ensures a strict local minimum.

The circle example has $E=Fx$ in a plane, with the distance $r$ from the origin held at $s$; $F=0.1$ Ry/bohr and $s=2$ bohr. There $H=0$, and with $\mathbf n=(x,y)/r$,

$$\partial_j\partial_i r=\frac{\delta_{ij}-n_in_j}{r}.$$

The minimum has $\lambda=-F$ and tangent curvature $F/s$; the maximum has $\lambda=F$ and $-F/s$.

### What happens if the step uses $H$

Replace $W$ by $H$ in the Newton system but keep everything else. At a fixed point $dx=0$, and the equations still demand $g=A^T\lambda_+$ and $c=s$. The answer is therefore unchanged; the approach to it is not.

Let $x_*$ and $\lambda_*$ be the solution and $e=x-x_*$ the current error. Assume that the bordered matrix built with $H$ is nonsingular, so that $\lambda_+-\lambda_*$ is of order $e$. The function $g(x)-A(x)^T\lambda_*$ vanishes at $x_*$ and has derivative $W$ there, so it equals $We+O(e^2)$. The first row of the modified step is $H\,dx-A^T\lambda_+=-g$. Adding $A^T\lambda_*$ to both sides turns the right side into $-(g-A^T\lambda_*)$ and gives

$$H\,dx-A^T(\lambda_+-\lambda_*)=-We+O(e^2).$$

Multiply by $Z^T$, taken at the solution. The multiplier term becomes second order, since $Z^TA(x)^T$ is itself of order $e$. With $dx=e_+-e$,

$$Z^THe_+=Z^T(H-W)e+O(e^2).$$

The constraint row gives $A\,dx=s-c=-Ae+O(e^2)$, hence $Ae_+=O(e^2)$. After one step the error is tangent to leading order, $e=Zp$, and

$$p_+=\left[1-(Z^THZ)^{-1}Z^TWZ\right]p. \tag{8}$$

The iteration converges locally if all eigenvalues of the bracket have magnitude below one. The largest magnitude is the asymptotic factor per step for a general starting error. The quadratic convergence of the full step is lost unless $H$ and $W$ agree on the tangent space. That agreement makes the bracket vanish, so convergence is then faster than linear, but it need not be quadratic. The mixed block $Z^T(H-W)Y$, with $Y$ spanning the rows of $A$, still acts on the normal part of the error, and that part is second order in the previous error rather than in the current one. For $E=x+0.3x^2+0.5y^2+0.2y^3$ with $c=x+xy$ held at zero, both tangent blocks equal 1 at the solution $x=y=0$, yet from a start with $x\neq0$ the $H$ iteration converges with order about 1.62. A start on the line $x=0$ stays on it, has no normal error, and converges quadratically. On the circle $Z^THZ=0$, and the modified step does not exist.

### Rotations and translations

Take a molecule in Cartesian coordinates, with energy and physical constraints that depend on relative positions alone. In a plane, let $J$ turn every atomic two-vector by $90^\circ$. The displacement per radian of rotation about the origin is then $u=Jx$.

The energy gradient turns with the molecule: $g(Rx)=Rg(x)$ for a rotation $R$. Differentiating with respect to the angle at zero angle gives

$$HJx=Jg .$$

At a constrained stationary point $g\neq0$ in general, so a rotation is not a null vector of $H$. The Lagrangian with fixed $\lambda$ is rotationally invariant too, and the same argument applied to it gives $WJx=J\nabla L$. Here $\nabla L=0$, so

$$WJx=0 .$$

A uniform translation leaves both gradients unchanged and is annihilated by both matrices.

The null vectors of $W$ would make $K$ singular. In the plane, three linear frame conditions $f_k(x)=0$ remove them. With frame multipliers $\mu_k$, stationarity reads

$$g=\sum_a\lambda_a\nabla c_a+\sum_k\mu_k\nabla f_k .$$

Take the scalar product with each rigid displacement $u_j$. Invariance gives $g^Tu_j=0$ and $\nabla c_a^Tu_j=0$, leaving $\sum_k\mu_k(\nabla f_k^Tu_j)=0$. If the frame conditions fix every rigid motion, this $3\times3$ matrix is nonsingular and all $\mu_k$ vanish. The frame exerts no force at the solution, and the physical multipliers keep their meaning.

Changing the frame adds a rigid displacement $u$ to a velocity $v$. Because $Wu=0$, the value $v^TWv$ does not change. The value $v^THv$ generally does.

### A three-atom model

Atoms 1 and 2 are bonded, as are atoms 2 and 3. The model energy is

$$E=D\sum_b\left[1-e^{-\alpha(r_b-r_b^0)}\right]^2+\frac{k}{2}(\cos\theta-\cos\theta_0)^2 ,$$

where $b$ runs over the two bonds and $\theta$ is the angle at atom 2. The parameters are $D=0.4$ Ry, $\alpha=1$ bohr$^{-1}$, rest lengths 2.0 bohr for 1–2 and 2.4 bohr for 2–3, $k=1$ Ry and $\cos\theta_0=-0.5$. They represent no particular molecule. The free end-to-end distance is 3.816 bohr; I hold it at $s=3.2$ bohr.

The relaxed bonds are $r_{12}=1.8453$ and $r_{23}=2.2297$ bohr. The law of cosines gives

$$\cos\theta=\frac{1.8453^2+2.2297^2-3.2^2}{2(1.8453)(2.2297)}=-0.2264 ,$$

or $\theta=103.1^\circ$. Both bonds have shortened, so the compression is shared between bending and stretching.

The multiplier can be checked by hand if $r_{12}$, $r_{23}$ and $s$ are used as coordinates. The constraint then holds one coordinate, and $\lambda$ is the partial derivative of $E$ with respect to $s$ at fixed bonds. Since $\partial\cos\theta/\partial s=-s/(r_{12}r_{23})$,

$$\lambda=-k(\cos\theta-\cos\theta_0)\frac{s}{r_{12}r_{23}}=-\frac{0.2736\times3.2}{1.8453\times2.2297}=-0.2128\ \text{Ry/bohr}.$$

The Cartesian Newton iteration gives $-0.21278$ Ry/bohr, or $-5.47$ eV/Å. Finite differences of independently minimized energies give the same slope. The negative sign means that the ends must be pushed together.

The bordered matrix gives a profile curvature of $0.38493$ Ry/bohr$^2$, or 18.7 eV/Å$^2$, again in agreement with finite differences. Slope and curvature together predict the relaxed energy at 3.3 bohr from the value $0.06240$ Ry at 3.2 bohr:

$$0.06240-0.21278(0.1)+\tfrac12(0.38493)(0.1)^2=0.04305\ \text{Ry}.$$

Direct relaxation gives $0.04304$ Ry. Without the curvature term the prediction is $0.04112$ Ry from the rounded figures shown, or $0.04113$ Ry from the unrounded energy $0.062404$ Ry.

### The same curvature in two frames

Frame A puts atom 2 at the origin and atom 1 on the $x$ axis. Frame B puts atom 1 at the origin and atom 3 on the $x$ axis. The circle calculation, applied to the vector from atom 1 to atom 3, gives the second derivative of their distance. For atomic velocities $v_1$ and $v_3$,

$$v^T(\nabla\nabla r_{13})v=\frac{|w_\perp|^2}{r_{13}},\qquad w=v_3-v_1 ,$$

where $w_\perp$ is the part of $w$ perpendicular to the line between the ends. From the definition of $W$,

$$v^THv-v^TWv=\frac{\lambda|w_\perp|^2}{s}. \tag{9}$$

In frame B both ends stay on the axis, so $w_\perp=0$. There the distance is a linear coordinate, and $H$ happens to suffice. In frame A the line between the ends can turn, and $H$ misses a term.

Consider the feasible curve on which $r_{23}$ grows at unit rate while $r_{12}$ and $s$ stay fixed. In frame A atom 1 is then at rest and atom 3 moves on a circle about it. If $\beta$ is the angle of the triangle at atom 3, a speed $|w_\perp|$ on this circle changes $r_{23}$ at the rate $|w_\perp|\sin\beta$. The law of sines gives

$$\sin\beta=\frac{r_{12}\sin\theta}{s}=\frac{1.8453\times0.9740}{3.2}=0.5617 ,$$

so $|w_\perp|^2=1/0.5617^2=3.170$. Equation (9) predicts a discrepancy of

$$\frac{-0.2128\times3.170}{3.2}=-0.211\ \text{Ry/bohr}^2 .$$

The second derivative of the energy along the curve is $1.623$ Ry/bohr$^2$. The $W$ expression gives this value in both frames. The $H$ expression gives it in frame B but $1.412$ Ry/bohr$^2$ in frame A, and the difference is the predicted $-0.211$ Ry/bohr$^2$.

The profile curvature suffers in the same way. Bordering $H$ instead of $W$ gives $0.3088$ Ry/bohr$^2$ in frame A, about 20% below the correct $0.3849$. In frame B it gives the correct value: there the response $X'$ also has $w_\perp=0$, so $(\nabla\nabla r_{13})X'=0$ and $HX'=WX'$.

The rotation identity can be checked too. The gradient of $r_{13}$ consists of two opposite unit vectors, one on each end atom, and has norm $\sqrt2$. Hence $|HJx|=|g|=\sqrt2\times0.21278=0.3009$ Ry/bohr, the printed value. The program also asserts that $W$ annihilates this rotation and that the frame multipliers vanish.

### Minimum or saddle, and the cost of $H$

In frame A the six coordinates carry one physical constraint and three frame conditions, which leaves two tangent directions. The eigenvalues of $Z^TWZ$ are $0.362$ and $1.322$ Ry/bohr$^2$, so the point is a minimum. Only their signs are independent of the frame: the length of a velocity includes its rigid part, and in frame B the eigenvalues are $1.345$ and $1.650$ Ry/bohr$^2$. The bordered matrix has $2+4=6$ positive and 4 negative eigenvalues, as the counting rule requires. The tangent eigenvalues of $H$ are $0.328$ and $1.271$ Ry/bohr$^2$. Here $H$ reaches the right verdict with wrong curvatures; on the circle it could reach no verdict.

Both iterations start from the free equilibrium geometry with $\lambda=0$. Their first steps coincide, because $W=H$ when $\lambda=0$. The coordinate errors, relative to the converged geometry, then separate:

| Step | Error with $W$ (bohr) | Error with $H$ (bohr) |
|---:|---:|---:|
| 1 | $8.0\times10^{-2}$ | $8.0\times10^{-2}$ |
| 2 | $9.7\times10^{-3}$ | $1.3\times10^{-2}$ |
| 3 | $1.9\times10^{-5}$ | $1.9\times10^{-3}$ |
| 4 | $4.2\times10^{-10}$ | $2.9\times10^{-4}$ |
| 5 | rounding level | $4.3\times10^{-5}$ |

Equation (8) predicts an asymptotic factor of $0.1509$ for the $H$ iteration, and the observed factor agrees. Its sign can be derived. The bracket in (8) equals $(Z^THZ)^{-1}Z^T(H-W)Z$, and here $H-W=\lambda\nabla\nabla r_{13}$. On the tangent space $\nabla\nabla r_{13}$ has one positive and one zero eigenvalue, while $Z^THZ$ is positive and $\lambda$ is negative. The nonzero eigenvalue of the bracket is therefore negative, and the leading error changes sign at each step.

### Two held distances

With several constraints, the slopes form a vector and the curvatures a symmetric matrix. Hold $r_{13}$ at 3.2 bohr and $r_{12}$ at 2.1 bohr. The multipliers are $-0.2736$ and $+0.2680$ Ry/bohr. The ends are still pushed together, while bond 1–2 must be pulled to stay longer than its relaxed 1.845 bohr. Both values agree with separate finite-difference slopes.

The off-diagonal element of $\Lambda'$ is $-0.2042$ Ry/bohr$^2$, which finite differences confirm. Lengthening bond 1–2 by 0.01 bohr thus makes the end-to-end multiplier more negative by about 0.002 Ry/bohr. By symmetry, increasing the end-to-end distance by the same amount lowers the bond multiplier equally, to first order in the step.

### Where the result stops

If the rows of $A$ become dependent, the multipliers are no longer unique, and they may not exist at all: for $E=x$ with $c=x^2$ held at zero, $\nabla c=0$ while $g=1$, so no $\lambda$ satisfies (1). Holding the same distance twice is the simplest case of non-uniqueness: only the sum of the two multipliers is then determined.

If $Z^TWZ$ becomes singular, the smooth branch is no longer guaranteed. Equation (6) with one free coordinate shows what can happen: $\Lambda'=H_{11}-H_{1r}^2/H_{rr}$ diverges as $H_{rr}\to0^+$ when the coupling $H_{1r}$ stays nonzero. If symmetry makes the coupling zero, the profile curvature on the symmetric branch stays finite and gives no advance warning while the free coordinate goes soft. It can jump once the symmetry breaks: for $E=s^2/2+(1-s)y^2/2+y^4/4$ the relaxed curvature is 1 for $s<1$, where $y=0$, and $1/2$ for $s>1$, where $y^2=s-1$. The tangent eigenvalues of $W$ must therefore be examined separately from the profile.

A scan may also jump from one branch of minima to another. Each branch has its own multiplier, so the lowest-energy curve can have a kink where two branches cross. Finally, the slope theorem uses $g=\nabla E$. If the computed forces are not the derivatives of the reported energy, or the relaxation is unconverged, the multiplier need not match the slope of the computed curve. The numerical check compares the two by independent routes.

## Computed values

```
Morse depth 0.4 Ry, inverse range 1.0 1/bohr
rest lengths 1-2, 2-3: 2.0, 2.4 bohr
bending strength 1.0 Ry, rest cosine -0.5
free 1-3 distance 3.815757 bohr, imposed 3.2 bohr
relaxed bonds 1-2, 2-3: 1.845279, 2.229747 bohr
relaxed angle 103.0861 degrees
relaxed energy 0.06240398 Ry
multiplier -0.21277676 Ry/bohr
profile slope, finite difference -0.21277677 Ry/bohr
multiplier converted -5.47071 eV/angstrom
profile curvature from W 0.3849264 Ry/bohr^2
profile curvature, finite difference 0.3849264 Ry/bohr^2
curvature converted 18.70235 eV/angstrom^2
profile curvature from H, frame A 0.3088108 Ry/bohr^2
profile curvature from H, frame B 0.3849264 Ry/bohr^2
feasible curve, finite difference 1.623207 Ry/bohr^2
feasible curve W, frames A, B: 1.623207, 1.623207 Ry/bohr^2
feasible curve H, frames A, B: 1.412439, 1.623207 Ry/bohr^2
tangent eigenvalues W: [0.36244  1.322359] Ry/bohr^2
tangent eigenvalues H: [0.327731 1.270677] Ry/bohr^2
bordered matrix: 6 positive, 4 negative eigenvalues
norm of H times rotation 0.300912 Ry/bohr
step 0: error with W 7.18e-01, with H 7.18e-01 bohr
step 1: error with W 8.01e-02, with H 8.01e-02 bohr
step 2: error with W 9.66e-03, with H 1.32e-02 bohr
step 3: error with W 1.91e-05, with H 1.93e-03 bohr
step 4: error with W 4.22e-10, with H 2.87e-04 bohr
step 5: error with W 4.58e-16, with H 4.34e-05 bohr
step 6: error with W 5.55e-16, with H 6.54e-06 bohr
H iteration factor: predicted 0.150884, observed 0.150884
two constraints: 1-3 at 3.2 bohr, 1-2 at 2.1 bohr
their multipliers -0.2736485, 0.2680453 Ry/bohr
their slopes -0.2736485, 0.2680454 Ry/bohr
mixed derivative: K -0.204180, differences -0.204180 Ry/bohr^2
energy at 3.3 bohr: relaxed 0.0430407 Ry
prediction: linear 0.0411263, quadratic 0.0430509 Ry
circle: force constant F 0.1 Ry/bohr, radius 2.0 bohr
circle minimum: multiplier -0.100 Ry/bohr, W curvature 0.050 Ry/bohr^2
circle maximum: multiplier 0.100 Ry/bohr, W curvature -0.050 Ry/bohr^2
```
